# Comment: Why a Straight Tauc Plot Can Miss the Direct Gap

**The argument under review.** The gap of a direct semiconductor film is read from a plot of $y=(\alpha E)^2$ against photon energy $E$, where $\alpha$ is the absorption coefficient. The reasoning has three parts:

1. Direct allowed transitions give a straight line that meets the axis at the gap $E_g$. The measured edge is straight, so its intercept is the gap.
2. If excitons matter, they shift the intercept by no more than the binding energy $R$.
3. Any remaining doubt is removed by fitting above the gap, where pairs are unbound.

The first part infers a law from a straight segment. Whether that inference holds can be decided on a spectrum whose gap is known beforehand. By "gap" I mean the onset of unbound electron-hole pairs.

**What the plot measures**

Take one pair of isotropic parabolic bands with reduced mass $\mu$, a constant momentum matrix element, a constant refractive index $n_r$ and a statically screened Coulomb attraction. From $\alpha=E\varepsilon_2/(n_r\hbar c)$ and $\varepsilon_2\propto E^{-2}\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda)$,

$$\alpha E\propto\sum_\lambda|\phi_\lambda(0)|^2\,\delta(E-E_\lambda).$$

Here $\phi_\lambda(0)$ is the pair wave function at zero separation, normalized to one over the separation vector. Write $x=E-E_g$, and let $a$ be the exciton Bohr radius, so that $R=\hbar^2/(2\mu a^2)$. For free pairs in a crystal of volume $V$, $|\phi(0)|^2=1/V$ and the sum is the density of pair states per unit volume, without spin,

$$\frac{1}{4\pi^2}\left(\frac{2\mu}{\hbar^2}\right)^{3/2}\sqrt x=\frac{\sqrt x}{4\pi^2a^3R^{3/2}} .$$

Multiplying the sum by $4\pi^2a^3R^{3/2}$ defines a spectral function $S$ that equals $\sqrt x$ for free pairs. Then $y\propto S^2=x$, which is the Tauc law.

With attraction, the bound s states have $|\phi_n(0)|^2=1/(\pi a^3n^3)$, so $S$ contains lines of weight $4\pi R^{3/2}/n^3$ at $E_g-R/n^2$.

For the continuum, measure length in $a$ and energy in $R$. The radial function $w=r\phi$ obeys $w''+(2/r+k^2)w=0$, with $k^2=x/R$. Substituting $w=re^{ikr}F$ and $z=-2ikr$ gives

$$zF_{zz}+(2-z)F_z-(1-i/k)F=0,$$

so $F$ is the confluent hypergeometric function $M(1-i/k,2,z)$, with $w'(0)=1$. Its large-$r$ form makes $w$ a sine wave of amplitude $e^{-\pi/2k}/(k|\Gamma(1+i/k)|)$. Using $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ with $\eta=1/k$, the squared amplitude is

$$\frac{e^{-\pi\eta}\sinh\pi\eta}{\pi\eta k^2}=\frac{1-e^{-u}}{u\,k^2},\qquad u=\frac{2\pi}{k}=2\pi\sqrt{\frac Rx}.$$

The free wave $\sin(kr)/k$ has squared amplitude $1/k^2$. At equal amplitude, the attraction therefore raises $|\phi(0)|^2$ by $u/(1-e^{-u})$, and

$$S(x)=\sqrt x\,\frac{u}{1-e^{-u}}=\frac{2\pi\sqrt R}{1-e^{-u}}\qquad(x>0).$$

This is Elliott's continuum. It starts at the finite value $2\pi\sqrt R$, not at zero. The attraction thus changes the spectrum above the gap as well as adding lines below it.

**Why fitting above the gap does not help**

Consider first the unbroadened continuum, with $y=S^2$; a constant scale of $y$ does not move an intercept. Since $d\ln S/du=-1/(e^u-1)$ and $du/d\ln x=-u/2$,

$$\frac{d\ln y}{d\ln x}=\frac{u}{e^u-1}<1,$$

because $e^u>1+u$. The tangent at $x$ meets the axis at

$$T=x-\frac{y}{y'}=x\left[1-\frac{e^u-1}{u}\right]=-4\pi^2R\,\frac{e^u-1-u}{u^3},$$

measured from $E_g$, where the last form uses $x=4\pi^2R/u^2$. It is negative for every $x>0$. Far above the gap $u$ is small and $T\simeq-2\pi^2R/u=-\pi\sqrt{Rx}$, so moving the fit further up eventually makes the error grow.

The size of the offset has a minimum. Expanding the exponential,

$$-T=4\pi^2R\left(\frac1{2u}+\frac16+\frac u{24}+\dots\right),$$

a sum of convex terms that diverges at both ends, so there is one minimum. Setting the derivative to zero gives $u(e^u-1)=3(e^u-1-u)$, with root $u=2.149$. There $x=8.55R$ and the offset is $s=21.59R$.

The minimum lies where the plot looks most convincing. Differentiating $T$,

$$\frac{dT}{dx}=1-\frac{y'^2-yy''}{y'^2}=\frac{yy''}{y'^2},$$

so the extremum of $T$ is the point where $y''=0$. The curvature vanishes exactly where the intercept is $21.59R$ too low.

A least-squares line does no better. Every tangent has $T\le-s$, which rearranges to $y'/y\le1/(x+s)$. Hence $h=y/(x+s)$ never increases. For $N$ points put $t_i=x_i+s$, with mean $\bar t$ and $Q=\sum_i(t_i-\bar t)^2$. The fitted line has at $t=0$ the value

$$\sum_ic_iy_i,\qquad c_i=\frac1N-\frac{\bar t\,(t_i-\bar t)}{Q}.$$

Because $\sum_i(t_i-\bar t)t_i=Q$, we have $\sum_ic_it_i=\bar t-\bar t=0$. The weights fall with $t$ and change sign once, at some $t_0$. With $y_i=t_ih_i$,

$$\sum_ic_iy_i=\sum_ic_it_i\,[h_i-h(t_0)]\ge0,$$

since both factors are non-negative for $t_i<t_0$ and non-positive for $t_i>t_0$. The line is thus non-negative at $x=-s$. Its slope is positive because $y$ rises with $x$, so it meets the axis at or below $E_g-21.59R$. In 3000 fits to random sets of 25 unbroadened continuum points, the highest intercept was $-21.61R$.

The third part of the argument therefore fails within this model, and so does the second: the error is not limited to $R$.

**Why the edge is straight, and where it points**

Now let each transition have a Gaussian profile of standard deviation $\sigma$. If the lowest exciton line, at $E_1=E_g-R$, stands alone, then $y\propto e^{-v^2}$ with $v=(E-E_1)/\sigma$, and $y'=-2vy/\sigma$. The slope is steepest where $ve^{-v^2}$ is stationary, at $v=-1/\sqrt2$ on the rising side. The tangent there meets the axis at

$$E-\frac y{y'}=E_1+\sigma v+\frac{\sigma}{2v}=E_g-R-\sqrt2\,\sigma .$$

The segment looks straight because it surrounds an inflection of a line profile. No square-root density of states is involved.

When $\sigma$ is comparable to $R$, higher states overlap the line and this formula is approximate. The sign can still be settled. A least-squares line through points of mean energy $\bar E$ and mean ordinate $\bar y>0$, with slope $b>0$, meets the axis at $\bar E-\bar y/b<\bar E$. If the exciton is strong enough to place the steep edge below $E_g$, the intercept is below $E_g$ as well.

**A spectrum with a known gap**

Take $E_g=2.400$ eV (516.6 nm), $\mu=0.13$ electron masses, relative permittivity 7.3 and a broadening of 60 meV full width, or $\sigma=25.5$ meV. Mass and permittivity give $R=33.2$ meV and $a=2.97$ nm. The spectrum was computed by diagonalizing the radial pair Hamiltonian. It agrees with the broadened Elliott formula within $4.4\times10^{-4}$ of the peak. The scale is set to $\alpha=10^5$ cm$^{-1}$ at the exciton peak, and $y$ is quoted in $10^{10}$ eV$^2$ cm$^{-2}$.

*Edge.* Points between 20 and 80 % of the peak of $y$ span 2.339 to 2.361 eV. They have $\bar E=2.3500$ eV, $\bar y=2.764$ and slope 153.8, so the intercept is

$$2.3500-\frac{2.764}{153.8}=2.332\ \text{eV}\quad(531.7\ \text{nm}).$$

The squared correlation coefficient is 0.998, yet the intercept is 68 meV below the gap, about twice $R$. Adding $R$ back gives 2.365 eV, still 35 meV too low, because broadening contributes too. Windows of 10–50 % and 30–90 % give 2.328 and 2.332 eV: a stable intercept is no evidence of a correct one.

With $R$ held fixed, the steepest tangent shows how the isolated-line formula fares:

| $\sigma$ (meV) | computed offset (meV) | $-R-\sqrt2\sigma$ (meV) |
|---|---|---|
| 3.0 | −37.4 | −37.4 |
| 10.0 | −47.3 | −47.3 |
| 20.0 | −60.2 | −61.5 |
| 25.5 | −66.3 | −69.2 |

*Continuum.* Between 2.60 and 2.70 eV, $y$ rises from 3.865 to 4.285, a slope of 4.20. Between 2.70 and 2.85 eV it rises to 4.913, a slope of 4.19. The fitted line over the whole range has $\bar E=2.7250$ eV, $\bar y=4.390$ and slope 4.200, hence an intercept at $2.7250-1.045=1.680$ eV, 720 meV below the gap. The long extrapolation magnifies the grid error of the diagonalization: the broadened Elliott formula gives 1.678 eV, so the value is good to about 2 meV. Its squared correlation coefficient rounds to 1.00000. One spectrum thus offers two excellent straight lines and two wrong gaps.

**Is broadening alone to blame?**

Remove the attraction and keep $\sigma$. For $x\gg\sigma$, averaging $\sqrt{x+g}$ over a Gaussian shift $g$ gives $S\simeq\sqrt x-\sigma^2/(8x^{3/2})$. To order $\sigma^2$,

$$y\simeq x-\frac{\sigma^2}{4x},\qquad y'\simeq1+\frac{\sigma^2}{4x^2},\qquad x-\frac y{y'}\simeq+\frac{\sigma^2}{2x}.$$

The intercept is slightly too high. At $x=0.3$ eV the formula gives $+1.08$ meV and the computed tangent $+1.09$ meV. The steepest tangent of this free-pair spectrum lies 7.5 meV above the gap, against 66.3 meV below it with the attraction present. The attraction is therefore responsible for the downward sign, while broadening enlarges the error once the exciton line forms the edge. For vanishing $R$ the claim "below the gap" need not hold.

**How far this carries over to a real film**

The parameters are rough values in the regime of CsPbBr$_3$ at 300 K. The edge result is fairly robust. Changing the permittivity by −10 or +10 % moves the edge intercept by −8.9 or +7.0 meV. A refractive index rising by 10 % across the edge window moves it by −2.9 meV, a background of 5 % of the peak absorption by −1.4 meV, and exponential tails of the same full width by −0.7 meV. A 10 K temperature error shifts the gap by about 3 meV, at a rough 0.3 meV/K.

The continuum intercept is fragile. Real bands are not parabolic over hundreds of meV. With the density of states of two symmetric nonparabolic bands, and the matrix element held constant, it moves from 1.680 to 2.192 eV. For this window it is still below the gap, but a window of 3.00 to 3.25 eV gives 2.445 eV, above the gap. These two values keep the Coulomb enhancement of parabolic bands. The value above the gap does not survive every refinement. Using the nonparabolic dispersion in the pair equation as well makes it depend on the momentum cutoff: 2.431, 2.419 and 2.344 eV for cutoffs of $79/a$, $42/a$ and $16/a$, the last being about the zone boundary. Letting the squared matrix element fall as $(2+E_g^2/E^2)/3$, as in a massive-Dirac two-band model with this dispersion, turns the two values into 2.045 and 2.279 eV, both below the gap. The least size of $21.6R$ is thus a property of the parabolic model, the sign of the continuum error is not guaranteed outside it, and $21.6R$ must not be added as a correction. Fields approaching $R/(ea)\approx0.11$ MV/cm, as may occur in a device junction, would distort the exciton itself and lie outside this analysis.

**What should replace the argument**

Fit the exciton peak and the continuum together with the broadened Elliott function, leaving amplitude, $E_g$, $R$ and $\sigma$ free. Applied to the spectrum above with noise of 1 % of the peak, this returns $E_g=2.3996\pm0.0003$ eV, $R=32.9$ meV and $\sigma=25.3$ meV. The quoted error covers noise alone. If the true profile is a hyperbolic secant and a Gaussian is fitted, the gap comes out at 2.3967 eV, 3.3 meV low, and $R$ at 31.4 meV. For a Lorentzian of the same full width the fitted gap is 2.386 eV, 14 meV low, and $R$ is 28 meV. Line shape is thus a larger uncertainty than noise here, though for these profiles still several times smaller than the 68 meV error of the Tauc edge. These tests use parabolic bands. For a real film the continuum in the fit function must include the nonparabolic density of states, or the fit must stop where the bands cease to be parabolic. The error made by ignoring this can exceed the others: with the nonparabolic density of states used above and no noise, a parabolic fit up to 2.90 eV gives a gap of 2.380 eV, 20 meV low, and $R=20.7$ meV. Stopping at 2.50 eV gives 2.396 eV and $R=30.5$ meV. A fitted gap that changes with the upper limit of the fit is a warning sign.

The peak position is no shortcut. The peak of $y$ lies at 2.377 eV, not at $E_g-R=2.367$ eV, because the higher states add a rising contribution under the lowest line. Adding $R$ to the peak would overestimate the gap by about 10 meV.

The intercept may be reported as an empirical edge energy, with its fit window stated. To call it the gap requires evidence that, apart from broadening, $\alpha E$ follows $\sqrt{E-E_g}$ from the gap upward. A straight segment does not supply it: between 2.60 and 2.85 eV the computed $\alpha E$ follows a square root to within 0.03 %, but one whose onset lies 720 meV below the gap. The remaining values are in the numerical output.

## Computed values

```
Input gap 2.400 eV = 516.6 nm
Reduced mass 0.13 m0, relative permittivity 7.3
Exciton binding energy R 33.2 meV, radius 2.97 nm
Broadening FWHM 60 meV, sigma 25.5 meV
Elliott vs diagonalization, max deviation/peak 4.4e-04
Least continuum offset 21.59 R at x = 8.55 R, u = 2.149
Same for this R: 0.717 eV at x = 0.284 eV
Highest intercept of 3000 unbroadened line fits -21.61 R
Exciton peak of y at 2.377 eV
E (eV), alpha (1e5/cm), y (1e10 eV^2/cm^2):
  2.30  0.027  0.004
  2.34  0.488  1.304
  2.37  0.984  5.438
  2.40  0.868  4.337
  2.50  0.746  3.478
  2.60  0.756  3.865
  2.70  0.767  4.285
  2.85  0.778  4.913
Edge window 2.339 to 2.361 eV
Edge: mean E 2.3500 eV, mean y 2.7642, slope 153.799 (1e10 eV/cm^2)
  R-squared 0.99798, intercept 2.332 eV = 531.7 nm, minus gap -68.0 meV
Continuum 2.60-2.85 eV: mean E 2.7250 eV, mean y 4.3897, slope 4.200 (1e10 eV/cm^2)
  R-squared 1.00000, intercept 1.680 eV = 738.0 nm, minus gap -720.1 meV
Edge window 10-50 %: intercept 2.328 eV
Edge window 30-90 %: intercept 2.332 eV
sigma, steepest-tangent offset, isolated-line offset (meV):
  3.0  -37.4  -37.4
  10.0  -47.3  -47.3
  20.0  -60.2  -61.5
  25.5  -66.3  -69.2
Free pairs, steepest tangent minus gap +7.5 meV
Free pairs, tangent at x=0.3 eV +1.09 meV, formula +1.08 meV
Elliott fit, 1 % noise: gap 2.3996 +- 0.0003 eV
  R 32.9 meV, sigma 25.3 meV
Gaussian fit to sech-broadened data: gap 2.3967 eV, R 31.4 meV
Neglected effects, change of edge intercept (meV):
  nonparabolic density of states +0.0
  exponential (sech) tails, same FWHM -0.7
  index rising 10 % across edge window -2.9
  permittivity -10 % / +10 %: -8.9 / +7.0
  background of 5 % of peak alpha -1.4
  gap drift for 10 K at rough 0.3 meV/K: 3
Continuum intercept with nonparabolic bands 2.192 eV
kT at 300 K 25.9 meV; ionizing field scale 0.11 MV/cm
```
